# How polarizable is the hydride ion, judged from its electron affinity?

**How large is the static polarizability of a free hydride ion, how does it scale with the electron affinity, and is the affinity enough to determine it?**

The outer electron of H⁻ is held so weakly that most of its response to a field comes from far outside the hydrogen core. There its wavefunction has a simple form, fixed by two numbers: a decay constant and an amplitude. The affinity supplies the first. The second needs information about the interior, which an effective range can carry.

Atomic units are used unless another unit is shown. The nucleus is fixed and relativity is omitted. A uniform field \(F\) adds \(F(z_1+z_2)\) to the Hamiltonian, and the polarizability \(\alpha\) is defined by

\[
E(F)=E_0-\tfrac12\alpha F^2+\cdots .
\]

## Which one-electron function describes the tail?

Let \(\Psi(\mathbf r_1,\mathbf r_2)\) be the normalized, symmetric spatial ground state of H⁻, and \(\phi\) the hydrogen 1s orbital, of energy \(-\tfrac12\). Define

\[
\chi(\mathbf r)=\sqrt2\int\phi(\mathbf r_1)\Psi(\mathbf r_1,\mathbf r)\,d^3r_1 .
\]

When one electron is far away, the other is left in 1s, so to leading order \(\Psi\to\phi(\mathbf r_1)\chi(\mathbf r)/\sqrt2\). The density of the ion, \(2\int|\Psi|^2d^3r_1\), then tends to \(\chi^2\). The factor \(\sqrt2\) has therefore already counted both electrons.

To find the equation for \(\chi\), write

\[
H=h(1)-\tfrac12\nabla^2-\frac1r+\frac1{r_{12}},\qquad h\phi=-\tfrac12\phi,
\]

and project \((H-E_0)\Psi=0\) on \(\phi(\mathbf r_1)\). With the affinity \(I=-\tfrac12-E_0=\kappa^2/2\), this gives

\[
\left(-\tfrac12\nabla^2+\tfrac12\kappa^2\right)\chi=-s,\qquad
s(\mathbf r)=\sqrt2\left\langle\phi\left|\frac1{r_{12}}-\frac1r\right|\Psi\right\rangle .
\]

The neutral core leaves no net Coulomb attraction at long range, so the leading tail is

\[
\chi\to N\frac{e^{-\kappa r}}r,\qquad \kappa=\sqrt{2I}.
\]

The amplitude \(N\) follows from the source. Multiplying the equation by two gives \((-\nabla^2+\kappa^2)\chi=-2s\), whose Green function is \(e^{-\kappa R}/(4\pi R)\), with \(R=|\mathbf r-\mathbf r'|\). For \(r>r'\), its average over the directions of \(\mathbf r'\) uses \(R\,dR=-rr'\,d\mu\), where \(\mu\) is the cosine of the angle between the vectors:

\[
\frac12\int_{-1}^{1}\frac{e^{-\kappa R}}R\,d\mu
=\frac1{2rr'}\int_{r-r'}^{r+r'}e^{-\kappa R}dR
=\frac{e^{-\kappa r}}r\,\frac{\sinh\kappa r'}{\kappa r'} .
\]

Since \(s\) is spherical, integration over the source yields

\[
N=-\frac2\kappa\int_0^\infty r\sinh(\kappa r)\,s(r)\,dr .
\]

## Why is the affinity not enough?

If \(Ne^{-\kappa r}/r\) held everywhere and were normalized to one electron, then

\[
1=4\pi N^2\int_0^\infty e^{-2\kappa r}dr=\frac{2\pi N^2}{\kappa},
\]

so \(N^2=\kappa/2\pi\). This is the zero-range wavefunction. The real tail differs from it by a factor \(B\):

\[
N=B\sqrt{\frac{\kappa}{2\pi}},\qquad B^2=\frac{2\pi N^2}{\kappa}.
\]

For one electron in a short-range well, \(B\) is linked to an effective range. Let \(u(r)\) be the radial function, with \(u(0)=0\) and \(u=e^{-\kappa r}\) outside the well, and define

\[
\rho=2\int_0^\infty\left(e^{-2\kappa r}-u^2\right)dr .
\]

The first term integrates to \(1/(2\kappa)\), hence

\[
\int_0^\infty u^2dr=\frac1{2\kappa}-\frac\rho2=\frac{1-\kappa\rho}{2\kappa}.
\]

Normalizing \(u\), rather than its extrapolated exponential, multiplies the squared tail by the ratio of the two integrals:

\[
B^2=\frac1{1-\kappa\rho}.
\]

The name "range" comes from scattering. At energy \(k^2/2\), let \(u_k\) be the regular solution and \(v_k\) its outside form continued to the origin, scaled so that \(v_k(0)=1\). Then \(v_k=\cos kr+K\sin(kr)/k\), with \(K=k\cot\delta\) and \(\delta\) the phase shift. At the bound state \(v=e^{-\kappa r}\). From the two radial equations,

\[
\frac{d}{dr}(u_ku'-u_k'u)=(k^2+\kappa^2)u_ku ,
\]

and the same holds for \(v_k,v\) without the potential. Subtract the two identities and integrate from zero to a point outside the well. The upper limit cancels because \(u=v\) there. At the lower limit the \(u\) functions vanish and \(v_kv'-v_k'v=-\kappa-K\). Thus

\[
K+\kappa=(k^2+\kappa^2)\int_0^\infty(v_kv-u_ku)\,dr .
\]

As \(k^2\to-\kappa^2\), the integral tends to \(\rho/2\), so \(\rho\) is twice the slope of \(k\cot\delta\) against \(k^2\) at the bound-state pole. In a square well of radius \(R\) with \(\kappa R=0.2\), direct normalization gives \(B^2=1.2260\), and the slope reproduces it to within one part in \(10^5\).

Hydride is a two-electron system with exchange, so the one-electron integral for \(\rho\) does not apply to it literally. Here its \(\rho\) is defined from the computed \(B\) through \(\rho=(1-B^{-2})/\kappa\).

## How does the tail respond to a field?

Take the unperturbed and first-order states as symmetrized products of \(\phi\) with \(\chi_0\) and \(\chi_1\). Neglect exchange terms between compact and diffuse orbitals, and the distortion of the core. In H⁻ the overlap is not small (\(\langle\phi|\chi\rangle\approx1.10\)), so this step rests on the response coming mostly from the tail, and its error is not bounded here. The two electron assignments each carry a factor \(1/2\), so their sum is one matrix element \(\langle\chi_0|z|\chi_1\rangle\). No further factor of two is due.

Now extend \(\chi_0=Ne^{-\kappa r}/r\) to all \(r\), and let the p wave move freely. A zero-range force acts on s waves but not on p waves, which vanish at the origin. First-order perturbation theory gives

\[
\left(-\tfrac12\nabla^2+\tfrac12\kappa^2\right)\chi_1=-z\chi_0 .
\]

The right side is \(-N\cos\theta\,e^{-\kappa r}\). Put \(\chi_1=-N\cos\theta\,w(r)/r\). The angular momentum term for a p wave is \(1/r^2\), so

\[
-\tfrac12w''+\frac w{r^2}+\tfrac12\kappa^2w=re^{-\kappa r}.
\]

Try \(w=Ar^2e^{-\kappa r}\). Its second derivative is \(A(2-4\kappa r+\kappa^2r^2)e^{-\kappa r}\), and the left side becomes

\[
A\left[-1+2\kappa r-\tfrac12\kappa^2r^2+1+\tfrac12\kappa^2r^2\right]e^{-\kappa r}
=2\kappa Are^{-\kappa r}.
\]

Hence \(A=1/(2\kappa)\). The homogeneous solutions are excluded: one grows at infinity, and the other, \((1+1/\kappa r)e^{-\kappa r}\), is singular at the origin. Therefore

\[
\chi_1=-\frac N{2\kappa}\,r\cos\theta\,e^{-\kappa r}.
\]

The minus sign means that the electron shifts against the direction in which its field energy rises. The second-order energy is \(F^2\langle\chi_0|z|\chi_1\rangle\), so

\[
\begin{aligned}
\alpha&=-2\langle\chi_0|z|\chi_1\rangle
=\frac{N^2}{\kappa}\int r\cos^2\theta\,e^{-2\kappa r}\,d^3r\\
&=\frac{N^2}{\kappa}\,\frac{4\pi}{3}\int_0^\infty r^3e^{-2\kappa r}dr
=\frac{N^2}{\kappa}\,\frac{4\pi}{3}\,\frac{6}{(2\kappa)^4}
=\frac{\pi N^2}{2\kappa^5}.
\end{aligned}
\]

Substituting \(N^2=B^2\kappa/(2\pi)\) gives the estimate:

\[
\boxed{\alpha\simeq\frac{B^2}{4\kappa^4}
=\frac1{4\kappa^4(1-\kappa\rho)}=\frac{B^2}{16I^2}} .
\]

## How does it scale?

In the zero-range limit \(\kappa\rho\to0\), \(B\to1\) and \(\alpha\to1/(16I^2)\): halving the binding energy quadruples the polarizability. One factor \(1/I\) reflects the squared size of the orbital, and the other the small excitation energy.

If the range stays fixed while the binding changes, \(B\) changes too. Differentiating \(\ln\alpha=-\ln4-4\ln\kappa-\ln(1-\kappa\rho)\) gives

\[
\frac{d\ln\alpha}{d\ln I}=\frac12\left(-4+\frac{\kappa\rho}{1-\kappa\rho}\right)
=\frac12\left(B^2-5\right).
\]

The exponent is \(-2\) for very weak binding and moves toward zero as \(\kappa\rho\) grows. At \(\kappa\rho=4/5\) the formula would make \(\alpha\) start to rise with stronger binding. By then the orbital is hardly larger than the range, and a tail formula has lost its basis.

## What are the numbers for hydride?

The inputs come from a two-electron calculation with basis functions that depend explicitly on \(r_{12}\). With 220 functions the energy is \(-0.52775\) hartree, so

\[
I=0.52775-0.50000=0.02775\ \text{hartree}=0.755\ \text{eV},
\]

\[
\kappa=\sqrt{2(0.02775)}=0.2356\ \text{bohr}^{-1}.
\]

The source integral, taken out to 20 bohr, gives \(N=0.3156\). Direct evaluation of \(re^{\kappa r}\chi(r)\) gives 0.3144 at 8 bohr and 0.3150 at 10 bohr, within 0.4% of that value. The cut-off and the finite basis leave \(N\) uncertain by about one unit in its last digit, which moves \(B^2\) by about 0.002 and the estimate below by about 0.15 a.u. Then

\[
B^2=\frac{2\pi(0.3156)^2}{0.2356}=2.656,\qquad
\rho=\frac{1-1/2.656}{0.2356}=2.65\ \text{bohr}.
\]

The affinity alone, with \(B=1\), would give

\[
\alpha_{\rm bare}=\frac1{16(0.02775)^2}=81.2\ \text{a.u.}
\]

With the amplitude corrected,

\[
\alpha_{\rm est}=2.656\times81.16=215.6\ \text{a.u.}=31.9\ \text{Å}^3 .
\]

Here \(\kappa\rho=0.624\), and the local exponent at fixed range is \((2.656-5)/2=-1.17\). A 1% rise in affinity, with \(\rho\) unchanged, would lower the estimate by about 1.2%. This is a sensitivity of the formula, not a general scaling law: when a potential is made deeper, \(\rho\) usually changes as well. A 1% rise in \(\rho\) would raise it by \(\kappa\rho/(1-\kappa\rho)=1.66\%\). The second input matters at least as much as the first.

## How does this compare with an accurate value?

The reference value does not use the tail formula. It comes from the sum over odd-parity two-electron states,

\[
\alpha=2\sum_n\frac{|\langle n|z_1+z_2|0\rangle|^2}{E_n-E_0},
\]

evaluated in the correlated basis. The result is 206.2 a.u., or 30.55 Å³, about 30.6; a smaller basis changes it by 0.06 a.u., so the last digit of each rounded figure is uncertain by one unit. With the electron repulsion switched off, the same method returns an energy of \(-1.000000\) hartree and a polarizability of 9.0000 a.u., as required for two independent electrons, each in a hydrogen 1s orbital. The reference remains a finite-basis, nonrelativistic, fixed-nucleus value.

Relative to it, the bare estimate is 60.6% too low and the corrected one 4.6% too high. The affinity sets the scale, but the normalization supplies a factor of 2.66.

Part of the reason lies in where the two integrals collect their weight. The polarizability integrand \(r^3e^{-2\kappa r}\) peaks at \(3/(2\kappa)=6.4\) bohr and has mean radius \(2/\kappa=8.5\) bohr. The zero-range normalization integrand \(e^{-2\kappa r}\) is largest at the origin. Within 0.2 nm, or 3.78 bohr, lies a fraction \(1-e^{-2\kappa r}=83\%\) of the zero-range norm, but 10.6% of the polarizability integral. The interior is therefore a poor place to guess the norm, yet contributes little directly to the response. The other part is that \(\chi\) is not normalized to one electron. Both electrons overlap the 1s orbital, and \(\int\chi^2d^3r\approx1.59\). With \(u=r\chi/N\) and \(\rho_1=2\int(e^{-2\kappa r}-u^2)\,dr\), the steps used above give \(B^2=\int\chi^2d^3r\,/\,(1-\kappa\rho_1)\approx1.59\times1.67\), with \(\rho_1\approx1.71\) bohr. The \(\rho\) of 2.65 bohr carries both factors. Correcting the outer amplitude repairs the main fault.

## Is an error of five per cent guaranteed?

It is not. A square well shows how much the interior can matter when \(\kappa\) and \(B\) are held fixed. Inside the well, \(u=e^{-\kappa R}\sin qr/\sin qR\), with \(q\cot qR=-\kappa\). Matching the hydride values requires \(R=3.835\) bohr. The well holds exactly one electron, so it assigns all of \(B^2\) to a spatial range; its radius is not a size of the hydride core.

Two corrections to the tail formula then have definite signs:

- **Less inner amplitude lowers \(\alpha\).** Inside the well \(u\) is concave, while \(e^{-\kappa r}\) is convex, and the curves share a tangent at \(R\). Thus \(u\) lies below the exponential. The free p-wave Green function is positive, so a smaller positive source gives a smaller response. The value falls from 215.6 to 208.2 a.u.
- **Attraction in the p wave raises \(\alpha\).** For a positive operator \(h\) and source \(f\), \(\langle f|h^{-1}|f\rangle\) is the maximum over \(w\) of \(2\langle f|w\rangle-\langle w|h|w\rangle\). An attractive potential lowers \(h\) and so raises this maximum. The operator stays positive because the centrifugal term keeps every p state above the lowest s state. The value rises from 208.2 to 241.7 a.u.

The tail estimate is 10.8% below the full result for this well. Two systems with the same \(\kappa\) and \(B\) can thus differ by more than the error found for hydride. The closeness of 208.2 to the reference is no evidence that the outer p electron of H⁻ is free: the well omits exchange and correlation, and the comparison does not separate their effects.

For a truly short range the correction is small. A well that just binds an s state has depth of order \(1/R^2\), and near the origin \(w\simeq r^2/(2\kappa)\). The first-order p-wave correction is therefore of order \(R^{-2}\int_0^R r^4dr/\kappa^2\sim R^3/\kappa^2\), compared with a main integral of order \(1/\kappa^5\). Its relative size scales as \((\kappa R)^3\). The reduced inner amplitude changes the integral by order \(\int_0^R r^3dr/\kappa\sim R^4/\kappa\), a relative change of order \((\kappa R)^4\), which is smaller still. At \(\kappa R=0.2\), the numerical value is 99.78 a.u. against 99.50 from the formula, a difference of 0.3%. For the hydride-matched well \(\kappa R=0.90\), which is no longer small.

The core gives another scale of error. A neutral hydrogen atom has polarizability 4.5 a.u., about 2% of the reference. It should not simply be added, because the outer electron changes the core's response and exchange couples the two.

## Does the value carry over to fields and solids?

Take a field of 1 MV/cm as an example. Using the reference polarizability, a free ion acquires a dipole of 0.0021 \(e\,\)nm and its energy falls by \(\tfrac12\alpha F^2=106\) µeV, far below the 0.755 eV binding.

The field also opens a tunnelling path. Along it the barrier momentum is \(\sqrt{\kappa^2-2Fx}\), which vanishes at \(x=\kappa^2/(2F)\). The exponent in the escape probability is

\[
2\int_0^{\kappa^2/2F}\sqrt{\kappa^2-2Fx}\,dx=\frac{2\kappa^3}{3F}=44.8 .
\]

Escape is strongly suppressed at this field. At 10 MV/cm the exponent would be 4.5, and a static polarizability would no longer describe a long-lived state well.

In a hydride solid the ion is no longer isolated. Consider a rock-salt lattice with a rough cation–anion spacing of 0.2 nm, close to that of LiH. Its volume per ion pair is \(V=2(2\ \text{Å})^3=16\ \text{Å}^3\). If the ions were point dipoles on cubic sites, and the cation response were neglected, the polarization \(P\) in an average field \(E\) would obey, in Gaussian form,

\[
P=\frac\alpha V\left(E+\frac{4\pi}{3}P\right)
\quad\Rightarrow\quad
P=\frac{(\alpha/V)E}{1-4\pi\alpha/(3V)} .
\]

A stable dielectric then needs \(\alpha<3V/(4\pi)=3.8\ \text{Å}^3\). The free-ion value of 30.6 Å³ is eight times larger. Within this point-dipole model and at this spacing, the polarizability of the confined ion must therefore be no more than about one eighth of the free-ion value. The limit grows as the cube of the spacing: for the heavier alkali hydrides, with spacings of roughly 0.24 to 0.32 nm, the free-ion value exceeds it by a factor of about 4 down to 2. Repulsion from neighbours and the crystal potential reshape the diffuse tail that produces the large free-ion value. The 10.6% share found above is not an estimate of the confined polarizability, since confinement changes the wavefunction and does not merely cut off an integral. For a solid, \(\alpha\) has to be calculated with the surroundings included; the displacement of whole ions is a separate, lattice contribution.

The computed values are collected in the numerical output below.

## Table of computed values

```
No-repulsion test energy: -1.000000 hartree
No-repulsion test polarizability: 9.0000 a.u.
Neutral hydrogen polarizability: 4.5000 a.u.
Correlated basis size: 220 functions
H- energy, smaller basis: -0.5277486 hartree
H- energy, final basis: -0.5277504 hartree
Computed electron affinity: 0.027750 hartree
Computed electron affinity: 0.7551 eV
Decay constant kappa: 0.23559 1/bohr
Tail amplitude from source integral: 0.31558 a.u.
Tail amplitude at r=8 bohr: 0.31437 a.u.
Tail amplitude at r=10 bohr: 0.31495 a.u.
Tail enhancement B^2: 2.656 (dimensionless)
Effective range rho: 2.647 bohr
Product kappa*rho: 0.624 (dimensionless)
Bare zero-range polarizability: 81.16 a.u.
Effective-range estimate: 215.6 a.u.
Effective-range estimate: 31.95 angstrom^3
Reference alpha, smaller basis: 206.23 a.u.
Reference alpha, final basis: 206.17 a.u.
Reference alpha: 30.55 angstrom^3
Bare error: -60.6 %
Estimate error: 4.6 %
Peak radius of polarizability weight: 6.37 bohr
Mean radius of polarizability weight: 8.49 bohr
Short-well test B^2: 1.2260 (dimensionless)
Short-well numerical alpha: 99.78 a.u.
Short-well formula alpha: 99.50 a.u.
Matched well radius: 3.835 bohr
Matched well alpha, free p wave: 208.2 a.u.
Matched well alpha, attracted p wave: 241.7 a.u.
Example field: 1.0 MV/cm
Induced dipole: 0.00212 e nm
Quadratic energy lowering: 106.1 microeV
Tunnelling exponent: 44.8 (dimensionless)
Rough ionic spacing: 0.2 nm
Polarizability weight inside spacing: 10.6 %
```
